# Tunnelling among eight off-centre lithium sites in KCl: levels and polarizability: a program that tests the result

```python
# Result under test: a dipole p on eight cube-corner sites, with tunnelling
# amplitude -Delta/2 along cube edges only, has levels (k-3/2)*Delta with
# degeneracies 1,3,3,1 and ground-state polarizability 2 p^2/(3 Delta).
# Symbols: p dipole (e nm), delta level spacing (eV), field at the defect
# (V/nm), alpha polarizability (e nm^2/V), kT thermal energy (eV).
# Longer jumps: eta, mu, nu are edge, face-diagonal, body-diagonal amplitudes.
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import logsumexp

e = const.e
kB = const.k / e
eps0 = const.epsilon_0 * 1e-9 / e          # e/(V nm)
p = 0.05
delta = 1.0e-4
corners = np.array(list(itertools.product([1, -1], repeat=3)), float)
dist2 = ((corners[:, None, :] - corners[None, :, :])**2).sum(axis=2)
dipoles = p * corners / np.sqrt(3)


def site_matrix(eta, mu=0.0, nu=0.0):
    """Hopping chosen by squared distance between corners (edge length 2)."""
    return (-eta * np.isclose(dist2, 4) - mu * np.isclose(dist2, 8)
            - nu * np.isclose(dist2, 12))


def in_field(h, field):
    return h - np.diag(dipoles @ field)


def alpha_tensor(h):
    """Sum over excited states for a nondegenerate ground state."""
    w, v = np.linalg.eigh(h)
    m = np.array([v[:, 1:].T @ (dipoles[:, i] * v[:, 0]) for i in range(3)])
    return 2 * (m / (w[1:] - w[0])) @ m.T


def second_derivative(energy, direction):
    step = 1e-3 * delta / p
    f = step * direction
    return -(energy(f) + energy(-f) - 2 * energy(0 * f)) / step**2


# Spectrum, parity and selection rule
H = site_matrix(delta / 2)
levels, states = np.linalg.eigh(H)
unique, counts = np.unique(np.round(levels / delta, 8), return_counts=True)
assert list(counts) == [1, 3, 3, 1]
assert np.allclose(unique, np.arange(4) - 1.5, atol=1e-8)
inversion = np.isclose(dist2, 12).astype(float)
start = 0
for k, g in enumerate(counts):
    block = states[:, start:start + g]
    assert np.allclose(block.T @ inversion @ block, (-1)**k * np.eye(g))
    start += g
for i in range(3):
    reached = dipoles[:, i] * states[:, 0]
    assert np.isclose(np.linalg.norm(reached), p / np.sqrt(3))
    assert np.linalg.norm(H @ reached + delta / 2 * reached) < 1e-12 * p

# Ground-state polarizability, in several directions and for either sign
alpha = 2 * p**2 / (3 * delta)
rng = np.random.default_rng(4)
directions = [np.array([1., 0, 0]), np.ones(3) / np.sqrt(3)]
directions += [v / np.linalg.norm(v) for v in rng.normal(size=(3, 3))]
for sign in (1, -1):
    hs = sign * H
    assert np.allclose(np.linalg.eigvalsh(hs), levels, atol=1e-12 * delta)
    assert np.allclose(alpha_tensor(hs), alpha * np.eye(3), atol=1e-8 * alpha)
    for u in directions:
        num = second_derivative(
            lambda f: np.linalg.eigvalsh(in_field(hs, f))[0], u)
        assert abs(num / alpha - 1) < 1e-5

# Finite field: energy and induced dipole
field_size = 1e-3
response = []
for u in directions:
    f = field_size * u
    w, v = np.linalg.eigh(in_field(H, f))
    root = np.sqrt(delta**2 / 4 + p**2 * f**2 / 3)
    assert abs(w[0] + root.sum()) < 1e-10 * delta
    induced = (v[:, 0]**2) @ dipoles
    assert np.allclose(induced, p**2 * f / 3 / root, atol=1e-9 * p)
    response.append(induced @ u)
limits = []
for u in directions[:2]:
    v = np.linalg.eigh(in_field(H, 10.0 * u))[1][:, 0]
    limits.append((v**2 @ dipoles) @ u)
assert np.allclose(limits, [p / np.sqrt(3), p], rtol=1e-4)
f_sat = np.sqrt(3) * delta / (2 * p)

# Temperature, from the free energy of all eight levels
temperatures = [0.05, 0.3, 1.2, 4.2]
alpha_T = []
for T in temperatures:
    kT = kB * T
    num = second_derivative(lambda f: -kT * logsumexp(
        -np.linalg.eigvalsh(in_field(H, f)) / kT), directions[2])
    assert abs(num / (alpha * np.tanh(delta / (2 * kT))) - 1) < 1e-4
    alpha_T.append(num)
curie = p**2 / (3 * kB * temperatures[-1])
assert abs(alpha_T[-1] / curie - 1) < 0.02

# Quartic double well per axis: V0*((x/a)^2-1)^2, charge e, mass 7 u
a = p / np.sqrt(3)
mass = 7 * const.atomic_mass
e_a = const.hbar**2 / (2 * mass * (a * 1e-9)**2) / e
y = np.linspace(-3, 3, 121)
h = y[1] - y[0]
lag = np.subtract.outer(np.arange(y.size), np.arange(y.size))
safe = np.where(lag == 0, 1, lag)
kinetic = np.where(lag == 0, np.pi**2 / 3,
                   2 * (1.0 - 2 * (np.abs(lag) % 2)) / safe**2) * e_a / h**2


def well(v0):
    return np.linalg.eigh(kinetic + np.diag(v0 * (y**2 - 1)**2))


def mismatch(v0):
    w = well(v0)[0]
    return np.log((w[1] - w[0]) / delta)


V0 = brentq(mismatch, 5 * e_a, 150 * e_a, rtol=1e-12)
w1, v1 = well(V0)
x0n = a * (v1[:, 1:].T @ (y * v1[:, 0]))
parts = 2 * x0n**2 / (w1[1:] - w1[0])
vib_excess = parts[1:].sum() / parts[0]
assert vib_excess < 1e-2

# Coupling between axes keeps the minima but changes the face barrier
U = v1.T @ ((y**2 - 1)[:, None] * v1)


def sector_ground(k, g, nb):
    """Lowest 3D level with k odd axes; nb one-axis states per parity."""
    idx = [np.arange(nb) * 2 + (1 if i < k else 0) for i in range(3)]
    one = np.eye(nb)
    ops = [U[np.ix_(j, j)] for j in idx]
    ens = [np.diag(w1[j]) for j in idx]

    def kron3(x1, x2, x3):
        return np.kron(np.kron(x1, x2), x3)
    h3 = (kron3(ens[0], one, one) + kron3(one, ens[1], one)
          + kron3(one, one, ens[2]))
    h3 = h3 + g * V0 * (kron3(ops[0], ops[1], one)
                        + kron3(ops[0], one, ops[2])
                        + kron3(one, ops[1], ops[2]))
    return np.linalg.eigvalsh(h3)[0]


coupled = []
for g in (-0.2, 0.2):
    small = np.diff([sector_ground(k, g, 6) for k in range(4)])
    E = np.array([sector_ground(k, g, 8) for k in range(4)])
    gaps = np.diff(E)
    assert np.all(gaps > 0) and np.allclose(small, gaps, rtol=5e-3)
    eta = -(E[0] + E[1] - E[2] - E[3]) / 8
    mu = -(E[0] - E[1] - E[2] + E[3]) / 8
    nu = -(E[0] - 3 * E[1] + 3 * E[2] - E[3]) / 8
    hj = site_matrix(eta, mu, nu)
    wj = np.linalg.eigvalsh(hj)
    centre = (E[0] + 3 * E[1] + 3 * E[2] + E[3]) / 8
    assert np.allclose(wj, np.repeat(E - centre, [1, 3, 3, 1]),
                       atol=1e-7 * delta)
    gap_formula = 2 * eta + 4 * mu + 2 * nu
    aj = alpha_tensor(hj)
    assert np.allclose(aj, 2 * p**2 / (3 * gap_formula) * np.eye(3),
                       atol=1e-6 * alpha)
    coupled.append((g, gaps, mu / eta, aj[0, 0]))
# A deliberately large set of longer jumps, away from the nearly equal case
eta, mu, nu = delta / 2, 0.15 * delta, 0.05 * delta
wj = np.linalg.eigvalsh(site_matrix(eta, mu, nu))
predicted = [-3*eta - 3*mu - nu] + 3 * [-eta + mu + nu]
predicted += 3 * [eta + mu - nu] + [3*eta - 3*mu + nu]
assert np.allclose(wj, np.sort(predicted), atol=1e-12)
assert np.allclose(alpha_tensor(site_matrix(eta, mu, nu)),
                   2*p**2 / (3*(2*eta + 4*mu + 2*nu)) * np.eye(3),
                   atol=1e-8 * alpha)

# Shear strain distinguishes sites by the sign of s1*s2
strain_coupling, strain = 0.1, 1e-4
strain_energy = strain_coupling * strain
strained = np.linalg.eigvalsh(alpha_tensor(
    H - np.diag(strain_energy * corners[:, 0] * corners[:, 1])))

# Host polarization and interaction between defects
eps_host, density = 4.5, 1e-4              # density in nm^-3
local = (eps_host + 2) / 3


def permittivity(n):
    x = (eps_host - 1) / (eps_host + 2) + n * alpha / (3 * eps0)
    return (1 + 2 * x) / (1 - x)


tiny = density * 1e-4
slope = (permittivity(tiny) - permittivity(-tiny)) / (2 * tiny)
assert abs(slope / (local**2 * alpha / eps0) - 1) < 1e-5
r_mean = (3 / (4 * np.pi * density))**(1 / 3)
pair = (local * p)**2 / (4 * np.pi * eps0 * eps_host * r_mean**3)
breakdown = 1.0                            # MV/cm, rough
bohr = const.physical_constants['Bohr radius'][0] * 1e9
hartree = const.physical_constants['Hartree energy in eV'][0]

print(f"dipole p = {p:.3f} e nm = {p*e*1e-9*const.c/1e-21:.2f} debye")
print(f"level spacing Delta = {delta*1e3:.3f} meV")
print(f"Delta/k = {delta/kB:.3f} K")
for k in range(4):
    print(f"level {k}: {unique[k]*delta*1e3:+.3f} meV, degeneracy {counts[k]}")
print(f"matrix element p/sqrt(3) = {p/np.sqrt(3):.5f} e nm")
print(f"alpha ground state = {alpha:.3f} e nm^2/V")
print(f"alpha in atomic units = {alpha*hartree/bohr**2:.4e}")
print(f"alpha/(4 pi eps0) = {alpha/(4*np.pi*eps0):.2f} nm^3")
print(f"saturation field at defect = {f_sat*10:.4f} MV/cm")
print(f"same as applied field = {f_sat*10/local:.4f} MV/cm")
print(f"rough breakdown field = {breakdown:.1f} MV/cm")
print(f"applied saturation/breakdown = {f_sat*10/local/breakdown:.4f}")
print(f"test field at defect = {field_size*10:.3f} MV/cm")
print(f"linear induced dipole = {alpha*field_size:.5f} e nm")
print(f"true induced dipole [100] = {response[0]:.5f} e nm")
print(f"true induced dipole [111] = {response[1]:.5f} e nm")
for T, value in zip(temperatures, alpha_T):
    print(f"T = {T:.2f} K: alpha = {value:.3f} e nm^2/V, "
          f"ratio {value/alpha:.4f}")
print(f"Curie value at {temperatures[-1]} K = {curie:.3f} e nm^2/V")
print(f"well half-separation a = {a:.5f} nm")
print(f"well mass = {mass/const.atomic_mass:.1f} u")
print(f"fitted well barrier = {V0*1e3:.1f} meV")
print(f"next vibrational level = {(w1[2]-w1[0])*1e3:.1f} meV")
print(f"dipole element / (e a) = {x0n[0]/a if x0n[0] > 0 else -x0n[0]/a:.4f}")
print(f"alpha of full well = {parts.sum():.3f} e nm^2/V")
print(f"higher-level share / tunnelling share = {vib_excess:.2e}")
for g, gaps, ratio, value in coupled:
    print(f"axis coupling g = {g:+.1f} (units of barrier)")
    print("  gaps = " + ", ".join(f"{x*1e3:.5f}" for x in gaps) + " meV")
    print(f"  mu/eta = {ratio:+.5f}")
    print(f"  alpha at fixed p = {value:.3f} e nm^2/V")
print(f"strain = {strain:.1e}, coupling = {strain_coupling:.2f} eV")
print(f"strain energy = {strain_energy*1e3:.4f} meV")
print("strained alpha = " + ", ".join(f"{x:.3f}" for x in strained)
      + " e nm^2/V")
print(f"host permittivity (rough) = {eps_host:.1f}")
print(f"local-field factor = {local:.4f}")
print(f"defect density = {density*1e21:.1e} cm^-3")
print(f"permittivity change, linear = {slope*density:.4f}")
print(f"permittivity change, full = {permittivity(density)-eps_host:.4f}")
print(f"typical defect distance = {r_mean:.2f} nm")
print(f"pair energy = {pair*1e3:.5f} meV, over Delta = {pair/delta:.4f}")
print("all good")
```

Output:

```
dipole p = 0.050 e nm = 2.40 debye
level spacing Delta = 0.100 meV
Delta/k = 1.160 K
level 0: -0.150 meV, degeneracy 1
level 1: -0.050 meV, degeneracy 3
level 2: +0.050 meV, degeneracy 3
level 3: +0.150 meV, degeneracy 1
matrix element p/sqrt(3) = 0.02887 e nm
alpha ground state = 16.667 e nm^2/V
alpha in atomic units = 1.6196e+05
alpha/(4 pi eps0) = 24.00 nm^3
saturation field at defect = 0.0173 MV/cm
same as applied field = 0.0080 MV/cm
rough breakdown field = 1.0 MV/cm
applied saturation/breakdown = 0.0080
test field at defect = 0.010 MV/cm
linear induced dipole = 0.01667 e nm
true induced dipole [100] = 0.01443 e nm
true induced dipole [111] = 0.01581 e nm
T = 0.05 K: alpha = 16.667 e nm^2/V, ratio 1.0000
T = 0.30 K: alpha = 15.984 e nm^2/V, ratio 0.9591
T = 1.20 K: alpha = 7.484 e nm^2/V, ratio 0.4491
T = 4.20 K: alpha = 2.288 e nm^2/V, ratio 0.1373
Curie value at 4.2 K = 2.302 e nm^2/V
well half-separation a = 0.02887 nm
well mass = 7.0 u
fitted well barrier = 157.2 meV
next vibrational level = 78.1 meV
dipole element / (e a) = 0.9350
alpha of full well = 14.572 e nm^2/V
higher-level share / tunnelling share = 5.54e-05
axis coupling g = -0.2 (units of barrier)
  gaps = 0.13622, 0.13515, 0.13410 meV
  mu/eta = +0.00393
  alpha at fixed p = 12.235 e nm^2/V
axis coupling g = +0.2 (units of barrier)
  gaps = 0.08917, 0.08945, 0.08972 meV
  mu/eta = -0.00153
  alpha at fixed p = 18.690 e nm^2/V
strain = 1.0e-04, coupling = 0.10 eV
strain energy = 0.0100 meV
strained alpha = 13.582, 16.667, 20.249 e nm^2/V
host permittivity (rough) = 4.5
local-field factor = 2.1667
defect density = 1.0e+17 cm^-3
permittivity change, linear = 0.1416
permittivity change, full = 0.1447
typical defect distance = 13.37 nm
pair energy = 0.00157 meV, over Delta = 0.0157
all good
```
